# Counterpoise-Corrected Binding of Water to Silanol and Methyl Groups

## Problem

The pore walls of an organosilicate low-k film carry methyl groups and, where these have been lost, silanol groups. Represent the two terminations by the molecules CH$_3$SiH$_3$ and H$_3$SiOH and bring one water molecule to each.

All molecules are rigid, with rough typical dimensions:

- water: O–H 0.96 Å, angle 104.5°;
- silanol: Si–O 1.65 Å, O–H 0.96 Å, Si–H 1.48 Å, Si–O–H angle 118°;
- methylsilane: Si–C 1.88 Å, C–H 1.09 Å, Si–H 1.48 Å, staggered.

At the silanol, the water oxygen lies on the extension of the O–H bond, 2.85 Å from the silanol oxygen. The water bisector is tilted by 50° from that line, away from silicon. At the methyl group the approach has to be searched for.

Use second-order Møller–Plesset theory (MP2) with frozen cores. The basis is aug-cc-pVDZ on C and O and cc-pVDZ on Si and H, called the large basis below.

(a) How strongly is water bound at each site?
(b) Which contributions make the difference?
(c) What do the energies say about water in the film at 300 K and a vapour pressure of 10 Torr?

## A tempting solution

The binding energy is the energy needed to separate the pair. So one computes the pair, then each molecule by itself, and subtracts:

$$
E^{\rm unc}=E_{AB}(AB)-E_A(A)-E_B(B).
$$

The subscript names the molecules present and the bracket names the atoms whose basis functions are used. The binding energies $-E^{\rm unc}$ come out as 26.77 kJ/mol at the silanol and 5.80 kJ/mol at the methyl group, for the methyl geometry found below. Their ratio is 4.6.

Each of the three energies is a correct MP2 energy in its own basis, and the subtraction is the definition of binding. Yet both binding energies contain a contribution that is no interaction, and at the methyl group it amounts to more than half of the corrected binding.

## Where it fails

The three energies are not computed in the same basis. In the pair, the electrons of $A$ can also use the functions centred on $B$. When $A$ is computed alone, those functions are missing.

For the Hartree–Fock part the sign of the error follows from the variational principle. Every determinant that can be built from the functions of $A$ can also be built from those of $A$ and $B$ together, with zero coefficients on $B$. The minimum over the larger set cannot lie higher, so

$$
E^{\rm HF}_A(AB)\le E^{\rm HF}_A(A).
$$

This lowering occurs even when $B$ has neither nuclei nor electrons. It repairs an incomplete description of $A$ and is no interaction, yet the tempting formula counts it as binding.

The cure is to compute all three energies in the basis of the pair:

$$
E_{\rm int}=E_{AB}(AB)-E_A(AB)-E_B(AB).
$$

In $E_A(AB)$ the atoms of $B$ are ghosts: they carry basis functions but no charge and no electrons. This is the counterpoise correction. Subtracting the two formulas removes the pair energy:

$$
E_{\rm int}-E^{\rm unc}=E_A(A)+E_B(B)-E_A(AB)-E_B(AB)\equiv\delta .
$$

Hence $-E^{\rm unc}=-E_{\rm int}+\delta$. The Hartree–Fock part of $\delta$ cannot be negative. MP2 energies obey no such variational bound, so for the total $\delta$ the sign has to be computed. It is positive at both sites: 3.98 kJ/mol at the silanol and 2.05 kJ/mol at the methyl group.

Relative to the corrected binding found below, these are errors of 17% and 55%. The superposition error is smaller at the weak site, but it does not shrink in proportion to the binding.

## The correct solution

### The correlation energy

In spin orbitals, the second-order energy is

$$
E^{(2)}=\frac14\sum_{ijab}\frac{|\langle ij||ab\rangle|^2}{\Delta_{ijab}},\qquad
\Delta_{ijab}=e_i+e_j-e_a-e_b ,
$$

with $i,j$ occupied, $a,b$ empty and $e$ the orbital energies. For a closed shell the spins can be summed by hand. Let the indices now denote real spatial orbitals and write $x=(ia|jb)$ and $y=(ib|ja)$ for the repulsion integrals.

If $i$ and $j$ have opposite spins, there are two ways to assign them. For each, either $a$ carries the spin of $i$, which leaves $x$, or $b$ does, which leaves $-y$. Therefore

$$
E_{\rm OS}=\frac14\cdot2\sum_{ijab}\frac{x^2+y^2}{\Delta}=\sum_{ijab}\frac{x^2}{\Delta}.
$$

The last step uses that exchanging the names $a$ and $b$ turns $y^2$ into $x^2$ and leaves $\Delta$ unchanged. If all spins are equal, there are two choices of spin and both terms survive:

$$
E_{\rm SS}=\frac14\cdot2\sum_{ijab}\frac{(x-y)^2}{\Delta}
=\frac12\sum_{ijab}\frac{x^2+y^2-2xy}{\Delta}
=\sum_{ijab}\frac{x(x-y)}{\Delta}.
$$

The MP2 correlation energy is $E_{\rm OS}+E_{\rm SS}$. Since $\Delta<0$ for these molecules, both parts are negative. The formula fails when an occupied and an empty level approach each other, because $\Delta$ then tends to zero.

### The integrals

The orbital product $\rho_{ia}=\phi_i\phi_a$ is expanded in auxiliary functions $\chi_P$ with coefficients $d_P$. These are chosen to minimize the Coulomb self-energy of the remainder,

$$
(\rho_{ia}|\rho_{ia})-2\sum_P d_P(P|ia)+\sum_{PQ}d_PV_{PQ}d_Q,\qquad V_{PQ}=(P|Q).
$$

Setting the derivative with respect to $d_P$ to zero gives $\sum_QV_{PQ}d_Q=(P|ia)$. With the factorization $V=LL^{T}$, the integral between two fitted products becomes

$$
(ia|jb)\approx\sum_{PQ}(ia|P)(V^{-1})_{PQ}(Q|jb)=\sum_K B^K_{ia}B^K_{jb},\qquad
B^K_{ia}=\sum_P(L^{-1})_{KP}(P|ia).
$$

This is an approximation, so it was tested on the silanol pair in the smaller basis 6-31G*. The counterpoise-corrected binding is 28.702 kJ/mol with fitted integrals and 28.712 kJ/mol with unfitted ones. The difference of 0.01 kJ/mol is negligible in this basis. The fitting error in the large basis was not measured separately.

### Dividing the Hartree–Fock part

To see what binds the pair, first put the two molecules together with their orbitals unchanged. Let the columns of $C$ be the occupied orbitals of $A$ followed by those of $B$, and let $S$ be the overlap matrix of the basis. The two sets are not orthogonal to each other, so $M=C^{T}SC$ is not the unit matrix. The orbitals $C'=CM^{-1/2}$ span the same space and are orthonormal:

$$
C'^{T}SC'=M^{-1/2}MM^{-1/2}=1 .
$$

With two electrons in each orbital, the density matrix of the antisymmetrized product is

$$
D=2C'C'^{T}=2CM^{-1}C^{T}.
$$

Its Hartree–Fock energy is

$$
E[D]=\mathrm{Tr}\,Dh+\tfrac12\mathrm{Tr}\,DJ[D]-\tfrac14\mathrm{Tr}\,DK[D]+V_{nn},
$$

where $h$ holds the kinetic energy and the attraction to all nuclei, $J$ and $K$ are the Coulomb and exchange matrices, and $V_{nn}$ is the nuclear repulsion.

When the molecules are too far apart to overlap, $M=1$ and $D=D_A+D_B$. Inserting this and subtracting the two monomer energies leaves only mixed terms. The Coulomb term appears twice, as $AB$ and as $BA$, which cancels its factor $\tfrac12$. The mixed exchange term contains products of an orbital on $A$ with one on $B$, and it vanishes. What remains is

$$
E_{\rm elst}=\mathrm{Tr}\,D_Av_B+\mathrm{Tr}\,D_Bv_A+\mathrm{Tr}\,D_AJ[D_B]+V_{nn}^{AB},
$$

with $v_A$ and $v_B$ the attraction to the nuclei of each molecule. This is the Coulomb energy of two unperturbed charge distributions.

At contact distance $E_{\rm elst}$ is still defined by this formula, and the product state lies above it. The excess is called exchange repulsion. Finally the orbitals of the pair are allowed to adjust. The product state is one admissible determinant in the pair basis, so this relaxation can only lower the energy. It contains polarization and charge transfer, which are not separated here.

### The distant limit

Two water molecules 10 Å apart, with parallel bisectors along the line joining them, test the division in 6-31G*. The product state and the electrostatic formula both give −0.57643 kJ/mol.

The same number shows how polar the molecules are in this basis. On the axis of a dipole $\mu$ the potential is $\mu/(4\pi\varepsilon_0R^2)$. A second dipole along the axis has the energy $\mu$ times the derivative of this potential:

$$
E=-\frac{2\mu^2}{4\pi\varepsilon_0R^3}.
$$

For identical molecules with the same orientation the two dipole–quadrupole terms cancel, being equal in size and opposite in sign. The next corrections are therefore smaller by about the square of molecular size over distance. With $E=-9.57\times10^{-22}$ J per pair and $R=10^{-9}$ m,

$$
\mu=\sqrt{\tfrac12(9.57\times10^{-22})(10^{-27})(1.113\times10^{-10})}\ \mathrm{C\,m}
\approx7.3\times10^{-30}\ \mathrm{C\,m},
$$

or about 2.2 D. The dipole moment of a free water molecule is roughly 1.9 D, so Hartree–Fock theory in this small basis makes water too polar. The basis is only part of the cause: in the large basis the Hartree–Fock dipole is still about 2.06 D.

### Finding the methyl site

Three approaches to the outward side of the methyl group were compared in 6-31G*, each at one distance and with the counterpoise correction:

- water O–H pointing at carbon along the Si–C axis, C···O 3.60 Å: $E_{\rm int}=-1.95$ kJ/mol;
- water oxygen on the extension of a C–H bond, C···O 3.70 Å: −3.98 kJ/mol;
- water oxygen facing the methyl group along the Si–C axis, C···O 3.40 Å: +1.70 kJ/mol.

The C–H···O contact is the best of these and was kept. The third approach is repulsive at the distance chosen; it was not examined farther out.

In the large basis the C–H···O contact gives −3.26 kJ/mol at 3.50 Å and −3.75 kJ/mol at 3.70 Å. No larger distance was computed, so the minimum is not bracketed and 3.75 kJ/mol is only a lower limit to the depth of this well.

If the minimum lies beyond 3.70 Å, the missing part can be estimated. Between the repulsive wall and its minimum an ordinary well is convex, so its slope keeps flattening. Each further 0.20 Å up to the minimum then gains less than the last 0.20 Å did, which was 0.49 kJ/mol. If the minimum lies no farther out than 3.90 Å, which was not computed, the depth is below $3.75+0.49=4.24$ kJ/mol.

### (a) The binding energies

The corrected results are:

- **silanol:** 22.78 kJ/mol, or 0.236 eV;
- **methyl:** 3.75 kJ/mol, or 0.039 eV.

The difference is 19.0 kJ/mol and the ratio is 6.1. With the estimated limit of 4.24 kJ/mol for methyl, the ratio would be 5.4. That limit concerns only the distance within the large basis. It is no bound on the effect of a larger basis, which is taken up below.

The silanol geometry was chosen, not optimized. The best placement of the rigid molecules binds at least as strongly, so 22.78 kJ/mol is a lower limit to its depth at this level of theory. The methyl value rests on a limited search. To bring the ratio below three with the silanol value held fixed, some other outward approach would have to bind by more than $22.78/3=7.6$ kJ/mol, twice the best value found. The silyl end of the molecule was left out, because in the film that side is occupied by the network.

### (b) What makes the difference

For the silanol, in kJ/mol, electrostatics, exchange repulsion, relaxation and correlation add up as

$$
-40.69+34.98-12.41-4.66=-22.78 .
$$

For the methyl group the same terms are

$$
-4.61+4.34-1.33-2.15=-3.75 .
$$

The electrostatic attraction at the silanol is nearly nine times that at the methyl group. It would be misleading to stop there, because exchange repulsion cancels most of it. The first two terms together leave −5.7 kJ/mol at the silanol and −0.3 kJ/mol at the methyl group. Relaxation of the orbitals then contributes more than this remainder at both sites. The silanol bond is thus strong because a large electrostatic attraction outweighs the repulsion at short distance and because the two molecules respond strongly to each other.

Correlation supplies 20% of the binding at the silanol and 57% at the methyl group. A Hartree–Fock calculation would give 18.12 and 1.60 kJ/mol and so a ratio of 11, exaggerating the contrast. The correlation term contains dispersion, but also the change that correlation makes in the charge distributions, so it should not be read as dispersion alone.

### How firm the numbers are

The counterpoise correction removes the mismatch between basis sets. It does not make the basis complete. The silanol pair shows this: its corrected binding is 28.7 kJ/mol in 6-31G* and 22.8 kJ/mol in the large basis at the same geometry. The change of 5.9 kJ/mol exceeds the superposition error in the large basis. The excessive polarity of water in 6-31G* is a plausible cause, though this was not isolated. The remaining distance from the complete-basis limit is not known from these two values. The large basis is not converged either. With diffuse functions on Si and H as well (aug-cc-pVDZ on all atoms, same geometries), the corrected binding rises to 23.05 kJ/mol at the silanol and 4.31 kJ/mol at the methyl group, shifts of 0.3 and 0.6 kJ/mol. The ratio falls from 6.1 to 5.35, the difference from 19.0 to 18.7 kJ/mol, and the correlation shares become 22% and 59%. The ranking stands, but the decimals quoted above belong to the large basis only.

Spin-component-scaled MP2 replaces the correlation energy by $\tfrac65E_{\rm OS}+\tfrac13E_{\rm SS}$. It gives 20.61 and 3.02 kJ/mol, a ratio of 6.8. The shifts of 2.2 and 0.7 kJ/mol show how the results respond to this one change in the correlation treatment. They do not bound its error. The ranking does not depend on the choice.

Zero-point motion weakens the bond. One mode is easily sized: the silanol hydrogen swinging out of the mirror plane of the complex. By symmetry the energy has no linear term in the angle. In 6-31G*, a swing of 0.2 rad moves the hydrogen by $0.96\times0.2=0.192$ Å along its arc and costs 2.78 kJ/mol of interaction energy. The force constant is

$$
k=\frac{2\times2.78}{0.192^2}\approx151\ \mathrm{kJ\,mol^{-1}\,\text{Å}^{-2}}\approx25\ \mathrm{N/m}.
$$

With the mass of a hydrogen atom and all other atoms fixed, $\omega=\sqrt{k/m}$ corresponds to 649 cm$^{-1}$, and $\tfrac12\hbar\omega$ is 3.9 kJ/mol. This is 17% of the silanol binding, from one mode in a basis that overbinds. The free silanol's own resistance to this turn, and the zero-point energy it already has in this motion, are left out; including them would reduce the loss from this mode. The other modes and the relaxation of the bond lengths are not included.

### (c) Water at 300 K

A bound molecule has given up free translation. For an ideal gas of $N$ molecules the partition function is $(V/\lambda^3)^N/N!$, with $\lambda=h/\sqrt{2\pi mk_BT}$. Stirling's formula gives the free energy

$$
F=-Nk_BT\left[\ln\frac{V}{N\lambda^3}+1\right].
$$

Since $\lambda^{-3}\propto T^{3/2}$, the derivative of the logarithm contributes $\tfrac32$ to $S=-\partial F/\partial T$. With $V/N=k_BT/p$ the entropy per mole is

$$
S=R\left[\ln\frac{k_BT}{p\lambda^3}+\frac52\right].
$$

For water at 300 K and 10 Torr, $TS=54.3$ kJ/mol. This is more than twice the silanol binding energy. It is not the net entropy cost, because a bound molecule keeps some entropy in its soft vibrations, and rotation has been left out. It does show that a binding energy of 23 kJ/mol cannot by itself be read as a site that stays occupied.

The comparison between the sites is less exposed to this, since the free molecule is the same for both. If the bound molecules had equal vibrational and rotational partition functions, the occupation ratio per site at low coverage would be

$$
e^{19.04/RT}\approx2\times10^3\ \text{at 300 K},\qquad e^{19.04/RT}\approx45\ \text{at 600 K}.
$$

At 300 K, $RT=2.49$ kJ/mol, so an error of 1 kJ/mol in the difference changes the ratio by a factor of $e^{1/2.49}\approx1.5$. The looser methyl contact probably keeps more entropy, which would reduce the ratio. Even its order of magnitude is uncertain: a shift of 5.9 kJ/mol, the change between the two basis sets found above for the silanol, would alter it by a factor of about ten.

## Beside a real film

A pressure of 10 Torr at room temperature is ordinary indoor humidity, and 600 K is of the order of a bake in interconnect processing. In the film, silicon is bonded to network oxygen where the model molecules have hydrogen. This changes the polarity of both terminations, and its effect on the two binding energies was not computed. Another assumption that a real film can break is that of one water molecule at one isolated group. Silanols may stand close together, and water molecules bind to one another. A molecule held by two silanols would be bound by about 46 kJ/mol, 23 kJ/mol more than at one, if the two contacts simply added, which was not computed. They need not add, because each contact polarizes the water and so alters the other. A shift of this size would still exceed every correction sized above, apart from the entropy term.

The model therefore supports a limited rule. Where uptake begins at separate surface groups, replacing silanol by methyl removes the stronger of the two kinds of site compared here. It does not predict the amount of water taken up or the humidity at which pores fill, which depend also on pore size and on the cohesion of water. The energies and their parts are listed in the numerical output.

## Values computed for the example and the checks

```
energies in kJ/mol, lengths in angstrom unless labelled
water: O-H 0.96, H-O-H 104.5 deg; acceptor tilt 50.0 deg
silanol: Si-O 1.65, Si-O-H 118.0 deg, Si-H 1.48
methylsilane: Si-C 1.88, C-H 1.09, Si-H 1.48
6-31G*, O-H to carbon, C...O 3.60: E_int -1.95
6-31G*, C-H...O, C...O 3.70: E_int -3.98
6-31G*, O to methyl face, C...O 3.40: E_int 1.70
methyl approach kept: C-H...O
basis functions: silanol pair 94, methyl pair 104
large basis, methyl, C...O 3.50: E_int -3.26
large basis, methyl, C...O 3.70: E_int -3.75
silanol: distance to water O 2.85
silanol: binding 22.78 = 0.236 eV
silanol: superposition error 3.98, uncorrected binding 26.77
silanol: electrostatics -40.69, exchange 34.98
silanol: relaxation -12.41, HF total -18.12
silanol: correlation -4.66, share of binding 0.20
silanol: SCS-MP2 binding 20.61
methyl: distance to water O 3.70
methyl: binding 3.75 = 0.039 eV
methyl: superposition error 2.05, uncorrected binding 5.80
methyl: electrostatics -4.61, exchange 4.34
methyl: relaxation -1.33, HF total -1.60
methyl: correlation -2.15, share of binding 0.57
methyl: SCS-MP2 binding 3.02
binding ratio 6.1, difference 19.04
6-31G* silanol binding: fitted 28.702, unfitted 28.712
two waters at 10 A: product state -0.57643, electrostatics -0.57643
silanol H wag by 0.2 rad costs 2.78
silanol H wag 649 1/cm, zero-point 3.88
free water T*S(translation), 300 K, 10 Torr: 54.3
energy-only Boltzmann ratio at 300 K: 2.06e+03
energy-only Boltzmann ratio at 600 K: 4.54e+01
```
